Acoustic-phonon mobility of twofold and fourfold valleys in thin silicon films

**Question**

A silicon film with (001) surfaces occupies 0 < z < W between impenetrable walls. Its six conduction valleys are ellipsoids with mass mₗ along the valley axis and mₜ across it; r = mₗ/mₜ. The two valleys with axes along z are called twofold. The four with axes along x or y are called fourfold. Bands are parabolic.

Electrons stay in the lowest subband of one valley. They are scattered within it by bulk longitudinal acoustic phonons of frequency ω = uq, through the energy shift D ∇·s, where s is the lattice displacement. The deformation potential D is isotropic and the same for all valleys. Phonon energies are small compared with k_BT, and screening is ignored.

Data, rough typical values for silicon except for the chosen W and T: mₗ = 0.916 m₀, mₜ = 0.190 m₀, D = 12 eV, mass density ρ = 2330 kg/m³, u = 9000 m/s, W = 4.0 nm, T = 300 K (k_BT = 25.85 meV).

(a) Find the subband energies and in-plane masses of both valley types.
(b) Find the squared phonon coupling, summed over the normal phonon wavevector.
(c) Find the scattering rate for in-plane masses m_x and m_y.
(d) Show from the Boltzmann equation that the mobility along x is eτ/m_x, whatever the carrier density.
(e) Find the ratio of the twofold mobility to the mean fourfold mobility, and discuss its limits.
(f) Evaluate the times and mobilities for the 4 nm film.
(g) Replace the two walls by one hard wall and a uniform confining field, the same for both valley types. What becomes of the ratio?
(h) Which neglected effects matter most for the 4 nm film?

**Answer (a)**

The mass along z, m_z, fixes the confinement energy. The normalized envelopes and energies are

ζₙ(z) = √(2/W) sin(nπz/W),

Eₙ = ħ²π²n²/(2m_zW²).

A twofold valley has m_z = mₗ and in-plane masses (mₜ, mₜ). A fourfold valley has m_z = mₜ and in-plane masses (mₗ, mₜ) or (mₜ, mₗ). With ħ²π²/(2m₀) = 0.376 eV nm²,

E₁(twofold) = 0.376/(0.916 × 16) eV = 25.7 meV,

E₁(fourfold) = 0.376/(0.190 × 16) eV = 123.7 meV.

The second twofold subband lies at 102.6 meV.

**Answer (b)**

In a crystal of volume Ω, a phonon mode has displacement amplitude √[ħ/(2ρΩω)]. The divergence multiplies it by q for a longitudinal mode. In-plane momentum is conserved, while the film selects normal wavevectors through

I(q_z) = ∫ ζ₁²(z) exp(iq_z z) dz.

The squared matrix elements are therefore

|M|² = D² ħq²/(2ρΩω) |I(q_z)|² × {N for absorption, N + 1 for emission}.

With x = ħω/k_BT, the two occupation factors add up to

2N + 1 = coth(x/2) = (2/x)(1 + x²/12 − …).

Keep the leading term and neglect ħω in the electron's energy balance. Both processes then carry the same energy delta function, and their squared elements can be added:

D² ħq²/(2ρΩω) × 2k_BT/(ħω) × |I|² = D²k_BT |I|²/(ρΩu²).

The phonon wavevector has cancelled, apart from I. Write Ω = A L_z, with A the film area, and replace the sum over q_z by L_z∫dq_z/2π. Since I is the Fourier transform of ζ₁², Parseval's theorem gives

∫ |I(q_z)|² dq_z/2π = ∫ ζ₁⁴ dz ≡ F.

For the hard-wall envelope, use sin⁴θ = 3/8 − (cos 2θ)/2 + (cos 4θ)/8. The cosines integrate to zero across the film, so

F = (4/W²)(3W/8) = 3/(2W).

The summed squared coupling is C/A, with

C = D²k_BT F/(ρu²).

The confinement mass does not appear in F: both valley types have the same envelope when their films are equally thick. This is where hard walls and equal thickness enter the comparison.

**Answer (c)**

Spin is conserved, so the golden rule sums over final states of one spin in one valley:

1/τ = (2π/ħ)(C/A) Σ_k′ δ(E_k′ − E_k).

Measure energy from the subband edge:

E = (ħ²/2)(k_x²/m_x + k_y²/m_y).

Set k_x = √m_x p_x and k_y = √m_y p_y. Then E = ħ²p²/2, and the ellipse has become a circle. The area element is

dk_x dk_y = √(m_xm_y) 2πp dp = √(m_xm_y) (2π/ħ²) dE.

Dividing by (2π)² gives the density of states per unit area:

g = m_d/(2πħ²), m_d = √(m_xm_y).

Hence

1/τ = (2π/ħ) C g = m_d D²k_BT F/(ħ³ρu²).

The rate does not depend on energy, because the two-dimensional density of states and the coupling are both constant.

**Answer (d)**

Let the field ℰ point along x and the electron charge be −e. Write f = f₀(E) + δf. To first order in ℰ, the steady-state Boltzmann equation is

−eℰ v_x f₀′ = Σ_k′ S(k,k′)[δf(k′) − δf(k)],

S(k,k′) = (2π/ħ)(C/A) δ(E_k′ − E_k),

where f₀′ = df₀/dE. Pauli blocking cancels because S is symmetric: f(k′)[1 − f(k)] − f(k)[1 − f(k′)] = f(k′) − f(k).

Try

δf = eℰτ v_x f₀′.

The first term on the right contains the sum of v_x(k′) over a constant-energy contour. States k′ and −k′ have equal energy and opposite velocity, so this sum vanishes, on an ellipse as well as on a circle. The second term is −δf/τ = −eℰv_x f₀′, which equals the left side. The trial solution is correct, and the scattering time is also the transport time.

The current density, with a factor 2 for spin, is

j_x = −(2e/A) Σ_k v_x δf = (2e²τℰ/A) Σ_k v_x²(−f₀′).

Now v_x f₀′ = (1/ħ)∂f₀/∂k_x. Integrating by parts, with f₀ vanishing at large k,

Σ_k v_x²(−f₀′) = (1/ħ) Σ_k f₀ ∂v_x/∂k_x = (1/m_x) Σ_k f₀,

because v_x = ħk_x/m_x. The sheet density is N_s = (2/A)Σ_k f₀, so

j_x = N_s e²τℰ/m_x, μ_x = eτ/m_x.

No form of f₀ was assumed beyond its dependence on energy. Within this model, the mobility is therefore the same in a dilute and in a degenerate gas.

**Answer (e)**

For a twofold valley, m_d = mₜ and the in-plane mobility is μ₂ = eτ₂/mₜ. For a fourfold valley, m_d = √(mₗmₜ). Since D, T, W and F are held equal,

τ₂/τ₄ = √(mₗmₜ)/mₜ = √r.

The mobility of one fourfold valley is eτ₄/mₜ along its light axis and eτ₄/mₗ along its heavy axis. The valleys along x and y are equally populated and carry current in parallel, so their mobilities are averaged arithmetically:

μ₄ = (eτ₄/2)(1/mₗ + 1/mₜ) = (eτ₄/mₜ)(1 + r)/(2r).

The same value results along x and y, and the averaged mobility tensor is isotropic in the plane. Dividing,

μ₂/μ₄ = √r × 2r/(1 + r) = 2r^(3/2)/(1 + r).

With r = 4.821, the two factors are 2.196 and 1.656:

μ₂/μ₄ = 2.196 × 1.656 = 3.64.

The twofold mobility is about 3.6 times larger. The first factor counts final states: a fourfold electron has more of them and scatters sooner. The second is inertial: on average it responds less to the field.

For r = 1 the valleys are spherical and the ratio is 1, as it must be. For r ≫ 1 it approaches 2√r, because the heavy axis then contributes almost nothing to the mean. The logarithmic slope,

d ln(μ₂/μ₄)/d ln r = 3/2 − r/(1 + r),

is 0.67 for silicon, so a 1% error in r changes the ratio by about 0.7%.

**Answer (f)**

For W = 4.0 nm, F = 3/(8.0 nm) = 0.375 nm⁻¹. In SI units, D = 1.923 × 10⁻¹⁸ J, k_BT = 4.142 × 10⁻²¹ J and ρu² = 1.887 × 10¹¹ J/m³. Thus

C = (1.923 × 10⁻¹⁸)² × 4.142 × 10⁻²¹ × 3.75 × 10⁸/(1.887 × 10¹¹) = 3.04 × 10⁻⁵⁹ J² m².

With mₜ = 1.731 × 10⁻³¹ kg, τ₂ = ħ³/(mₜC) = 0.223 ps. Dividing by 2.196 gives τ₄ = 0.101 ps. The mobilities follow from eτ/m:

twofold: 2060 cm²/Vs (0.206 m²/Vs);
fourfold, light axis: 939 cm²/Vs;
fourfold, heavy axis: 195 cm²/Vs;
fourfold, mean: (939 + 195)/2 = 567 cm²/Vs (0.0567 m²/Vs).

The individual mobilities scale as W/(D²T) in this model. Their ratio does not change with W, D or T.

**Answer (g)**

Let the confining force be eG, with a hard wall at z = 0. The envelope obeys

−(ħ²/2m_z) ζ″ + eGz ζ = Eζ.

Set z = ℓs. The kinetic and potential terms have the common scale eGℓ if

ℓ³ = ħ²/(2m_z eG).

The equation in s then contains no mass, so ζ(z) = ℓ^(−1/2)χ(s) with one function χ for both valley types. Therefore

F = ∫ζ⁴dz = (1/ℓ)∫χ⁴ds ∝ m_z^(1/3).

Mobility varies as 1/F, so the earlier ratio is multiplied by F₄/F₂ = (mₜ/mₗ)^(1/3) = r^(−1/3):

μ₂/μ₄ = 2r^(7/6)/(1 + r) ≈ 2.2.

The light confinement mass of the fourfold valleys now spreads their envelope and weakens their phonon coupling. The value 3.6 thus belongs to equally thick hard-wall films, and not to every silicon channel.

**Answer (h)**

Each estimate below changes one ingredient and keeps the others as in part (f). The parameters are rough, and the changes are not additive.

*Inelasticity.* At q = 2π/W, where |I|² has fallen to 1/4, ħω = 9.3 meV. The correction x²/12 is then about 1%. Numerical integration of the golden rule, with Bose occupation and energy transfer kept, gives 1.001 times the elastic rate for a twofold electron with E = k_BT. At this energy the elastic approximation is accurate. It fails for slow electrons, which lack the energy to emit many of the phonons: at E = 0.1 k_BT the rate is only about 0.64 of the elastic value, in both valley types.

*Finite barriers.* Take barriers of 3.0 eV with mass 0.5 m₀, and match ζ and ζ′/m_z at each interface. The overlap F falls to 0.359 nm⁻¹ for the twofold and 0.313 nm⁻¹ for the fourfold envelope, which penetrates further. The ratio becomes 3.64 × 0.313/0.359 = 3.17.

*Thickness fluctuations.* A local change δW shifts the subband by −2E₁δW/W. The slope is 12.8 meV/nm for twofold and 61.8 meV/nm for fourfold electrons. Assume a correlation function Δ² exp(−R²/L²) at in-plane distance R, with Δ = 0.2 nm and L = 1.5 nm. This adds π(2E₁ΔL/W)² exp(−q²L²/4) to C, where q is now the in-plane wavevector transfer. Solving the Boltzmann equation numerically for a dilute gas gives 2008 and 396 cm²/Vs, a ratio of 5.07. Between hard walls the added squared coupling varies as W⁻⁶ at fixed q, against W⁻¹ for acoustic phonons, so thinner films depart further. Finite barriers weaken this effect. With those used above, the slopes fall to 11.3 and 35.3 meV/nm, and barriers and fluctuations together give a ratio of 3.64, against 3.17 for the barriers alone.

*Nonparabolicity.* Let both in-plane masses grow by 1 + 2α(E₁ + k_BT), with α = 0.5 eV⁻¹. The factors are 1.052 for twofold and 1.150 for fourfold electrons. Mobility contains two powers of mass, one from m_d and one from inertia, so the ratio rises to about 3.64 × (1.150/1.052)² = 4.35. This estimate uses the parabolic E₁ and a single energy. Setting E(1 + αE) equal to the parabolic energy lowers the fourfold edge to 116.9 meV, and averaging over a dilute gas then gives 4.28, so the result is best read as about 4.3.

*Anisotropic coupling.* Let θ be the angle between the phonon wavevector and the valley axis. Replace D by Ξ_d + Ξ_u cos²θ for longitudinal phonons, and add transverse phonons with coupling Ξ_u sin θ cos θ and speed 5300 m/s. For Ξ_d = 1 eV and Ξ_u = 10 eV, the numerical Boltzmann solution gives 3879 and 1151 cm²/Vs. Both mobilities are higher than with D = 12 eV, but their ratio, 3.37, is only 7% below the isotropic result.

*Other phonons and subbands.* Between valleys on the same axis, take 60 meV phonons with coupling K = 110 eV/nm; between different axes, 50 meV and 30 eV/nm. For a phonon of energy ħω₀, each accessible final subband contributes

m_d K² F_f [N or N + 1]/(2ρħ²ω₀),

where m_d belongs to the final valley. The overlap F_f is 3/(2W) for equal subband indices and 1/W otherwise. Include acoustic scattering into higher subbands, count all final valleys, and average τ with weight E exp(−E/k_BT). With four subbands per valley type, the lowest-subband mobilities become 1420 and 366 cm²/Vs, a ratio of 3.88. Same-axis scattering within the lowest subband is proportional to m_d with the same energy dependence in both types, so by itself it would leave the ratio unchanged.

*Occupation.* Weighting each subband by the number of valleys, m_d and exp(−Eₙ/k_BT) places 86.9% of a dilute gas in the lowest twofold subband, 4.5% in higher twofold subbands and 8.6% in the fourfold valleys. These shares depend strongly on the hard walls: with the finite barriers used above, the lowest fourfold level falls from 123.7 to 84.8 meV, and the fourfold share rises to about 28%. The ratio compares valley types; it is not an enhancement of the film's total mobility.

**Relation to real films.** The thickness and temperature are in the regime of ultrathin silicon-on-insulator channels. D = 12 eV is a rough effective value, and the mobilities in part (f) are those of acoustic phonons alone, not predictions for a device. Real films break the assumption of perfectly flat, impenetrable walls. For the numbers used in part (h), and with each effect taken alone, thickness fluctuations between hard walls move the ratio most, from 3.6 to 5.1, while finite barriers lower it to 3.2. Taken together, these two leave it near 3.6, a near cancellation that belongs to the chosen numbers. Charged impurities, strain, screening and the film's own phonon modes have not been estimated.

All numerical values are calculated from the stated model.
